# Fröhlich polaron energy, effective mass and phonon number at weak coupling

## Definitions and conventions

SI units are used. One electron of charge \(-e\) moves at zero temperature in an isotropic parabolic band of mass \(m\), in a crystal of volume \(\Omega\) with periodic boundary conditions, so that \(\sum_{\mathbf q}\to\Omega\int d^3q/(2\pi)^3\). The crystal is a linear dielectric continuum with high-frequency constant \(\varepsilon_\infty\) (ions clamped) and static constant \(\varepsilon_s>\varepsilon_\infty\) (ions relaxed). It has one longitudinal optical branch of frequency \(\omega\), independent of \(\mathbf q\), with \([a_{\mathbf q},a^\dagger_{\mathbf q'}]=\delta_{\mathbf q\mathbf q'}\). Without the zero-point energy, the Fröhlich Hamiltonian is \(H=H_0+V\),
\[
H_0=\frac{\mathbf p^2}{2m}+\sum_{\mathbf q}\hbar\omega\,a^\dagger_{\mathbf q}a_{\mathbf q},\qquad V=\sum_{\mathbf q}\left(V_{\mathbf q}a_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}+V^*_{\mathbf q}a^\dagger_{\mathbf q}e^{-i\mathbf q\cdot\mathbf r}\right).
\]
Define
\[
\frac1{\varepsilon^*}=\frac1{\varepsilon_\infty}-\frac1{\varepsilon_s},\qquad r_p=\sqrt{\frac{\hbar}{2m\omega}},\qquad \alpha=\frac{e^2}{8\pi\varepsilon_0\varepsilon^*\,\hbar\omega\,r_p},
\]
and \(\mathbf x=\mathbf k r_p\), \(\mathbf u=\mathbf q r_p\), \(\mu=\cos\angle(\mathbf k,\mathbf q)\). Since \(\hbar^2/2mr_p^2=\hbar\omega\), the band energy is \(\hbar\omega x^2\). The state \(|\mathbf k;0\rangle\) is a plane wave with no phonons, \(E(k)\) is the energy of the eigenstate that grows out of it, and \(m^*\) is defined by \(E(k)=E(0)+\hbar^2k^2/2m^*+O(k^4)\).

## Theorem

For \(x<1\), to second order in \(V\), which is first order in \(\alpha\):

(a) \(E(k)=\dfrac{\hbar^2k^2}{2m}-\alpha\hbar\omega\,\dfrac{\arcsin x}{x}\);

(b) \(E(0)=-\alpha\hbar\omega\);

(c) the curvature of (a) gives \(m^*=m/(1-\alpha/6)\), of which only \(m(1+\alpha/6)\) is controlled at this order;

(d) the mean phonon number is \(N(k)=\dfrac{\alpha}{2\sqrt{1-x^2}}\), so \(N(0)=\alpha/2\).

## Lemma 1 (coupling)

\(|V_{\mathbf q}|^2=C/(\Omega q^2)\) with \(C=e^2\hbar\omega/(2\varepsilon_0\varepsilon^*)=4\pi\alpha(\hbar\omega)^2r_p\).

*Proof.* A longitudinal mode carries a polarization \(\mathbf P_{\mathbf q}\parallel\mathbf q\) proportional to its displacement. In the continuum model the proportionality and the zero-point amplitude are independent of \(q\), and the amplitude scales as \(\Omega^{-1/2}\). The bound charge \(-\nabla\cdot\mathbf P\) has Fourier component \(-i\mathbf q\cdot\mathbf P_{\mathbf q}\), and Poisson's equation divides it by \(q^2\). The potential thus scales as \(1/q\), and \(|V_{\mathbf q}|^2=C/(\Omega q^2)\).

To fix \(C\), pin two electrons at \(\mathbf r_1,\mathbf r_2\), with \(\mathbf r=\mathbf r_1-\mathbf r_2\). Each mode couples through \(g=V_{\mathbf q}(e^{i\mathbf q\cdot\mathbf r_1}+e^{i\mathbf q\cdot\mathbf r_2})\), and completing the square gives
\[
\hbar\omega a^\dagger a+ga+g^*a^\dagger=\hbar\omega\Big(a^\dagger+\frac{g}{\hbar\omega}\Big)\Big(a+\frac{g^*}{\hbar\omega}\Big)-\frac{|g|^2}{\hbar\omega}.
\]
The shifted operators obey the same commutator, so the ground energy is \(-|g|^2/\hbar\omega\), with \(|g|^2=2|V_{\mathbf q}|^2(1+\cos\mathbf q\cdot\mathbf r)\). The angular integral of the cosine is \(4\pi\sin(qr)/qr\), so the \(r\)-dependent part is
\[
U(r)=-\frac{2C}{\hbar\omega}\,\frac{4\pi}{(2\pi)^3}\int_0^\infty\! dq\,\frac{\sin qr}{qr}=-\frac{2C}{\hbar\omega}\,\frac{4\pi}{8\pi^3}\,\frac{\pi}{2r}=-\frac{2C}{4\pi\hbar\omega\,r}.
\]
The integral follows from \(F(s)=\int_0^\infty e^{-st}\sin t\,dt/t\), which has \(F'(s)=-1/(1+s^2)\) and \(F(\infty)=0\), hence \(F(0)=\pi/2\). Relaxing the ions must turn the repulsion \(e^2/4\pi\varepsilon_0\varepsilon_\infty r\) into \(e^2/4\pi\varepsilon_0\varepsilon_s r\), so \(U=-e^2/(4\pi\varepsilon_0\varepsilon^*r)\) and \(2C/\hbar\omega=e^2/\varepsilon_0\varepsilon^*\). The second form of \(C\) follows on inserting the definition of \(\alpha\). ∎

With \(d^3q=d^3u/r_p^3\), \(q^2=u^2/r_p^2\) and \(C/(8\pi^3r_p)=\alpha(\hbar\omega)^2/2\pi^2\), any sum becomes
\[
\sum_{\mathbf q}|V_{\mathbf q}|^2f=\frac{\alpha(\hbar\omega)^2}{2\pi^2}\int\frac{d^3u}{u^2}f=\frac{\alpha(\hbar\omega)^2}{\pi}\int_0^\infty\!du\int_{-1}^1\!d\mu\,f, \tag{1}
\]
the last form for \(f\) independent of the azimuth, which contributes \(2\pi\).

## Lemma 2 (perturbation series)

Let \(|0\rangle=|\mathbf k;0\rangle\), \(E_0=\hbar\omega x^2\), \(Q=1-|0\rangle\langle0|\), and let \(G\) be the inverse of \(H_0-E_0\) on the range of \(Q\) within the sector of total momentum \(\hbar\mathbf k\). For \(x<1\), \(E-E_0=E_2+E_4+\dots\) with
\[
E_2=-\langle0|VGV|0\rangle,\qquad E_4=-\langle0|VGVGVGV|0\rangle-E_2\langle0|VG^2V|0\rangle,
\]
and the eigenstate is \(|0\rangle-GV|0\rangle+O(V^2)\).

*Proof.* Since \(e^{-i\mathbf q\cdot\mathbf r}\) lowers the electron wavevector by \(\mathbf q\) while \(a^\dagger_{\mathbf q}\) creates a phonon \(\mathbf q\), total momentum is conserved, and \(|0\rangle\) is the only zero-phonon state of its sector. A state with \(n\) phonons of total reduced wavevector \(\mathbf U\) lies above \(E_0\) by \(\hbar\omega D_n\),
\[
D_n(\mathbf U)=(\mathbf x-\mathbf U)^2+n-x^2=U^2-2\mathbf x\cdot\mathbf U+n\;\ge\;n-x^2 .
\]
For \(x<1\) all \(D_n>0\), so \(G\) exists. Write the eigenstate as \(|0\rangle+|\chi\rangle\) with \(Q|\chi\rangle=|\chi\rangle\), and \(\epsilon=E-E_0\). As \(V\) changes the phonon number by one, \(\langle0|V|0\rangle=0\). Projecting \((H-E)(|0\rangle+|\chi\rangle)=0\) on \(\langle0|\) gives \(\epsilon=\langle0|V|\chi\rangle\). Projecting with \(Q\) gives \((G^{-1}+B)|\chi\rangle=-V|0\rangle\) with \(B=QVQ-\epsilon\). The geometric series gives
\[
|\chi\rangle=-(G-GBG+GBGBG-\dots)V|0\rangle .
\]
In \(\epsilon=\langle0|V|\chi\rangle\), terms with an odd number of \(V\) cannot return to zero phonons and vanish. The first term is \(E_2\). At fourth order, \(-GBGBG\) contributes with \(B\to QVQ\), and \(+GBG\) with \(B\to-E_2\). ∎

## Lemma 3 (integrals)

For \(\Delta>x^2\) and \(D=u^2-2xu\mu+\Delta\),
\[
J_1=\int_0^\infty\!du\int_{-1}^1\!\frac{d\mu}{D}=\frac{\pi}{x}\arcsin\frac{x}{\sqrt\Delta},\qquad J_2=\int_0^\infty\!du\int_{-1}^1\!\frac{d\mu}{D^2}=\frac{\pi}{2\Delta\sqrt{\Delta-x^2}}.
\]

*Proof.* \(D\) is unchanged under \((u,\mu)\to(-u,-\mu)\), which maps the half \(\mu<0\) onto \(u<0,\ \mu>0\). With \(D=(u-x\mu)^2+b^2\), \(b^2=\Delta-x^2\mu^2>0\),
\[
J_1=\int_0^1\!d\mu\int_{-\infty}^\infty\!\frac{du}{(u-x\mu)^2+b^2}=\int_0^1\!\frac{\pi\,d\mu}{\sqrt{\Delta-x^2\mu^2}}=\frac{\pi}{x}\int_0^{x/\sqrt\Delta}\!\frac{dt}{\sqrt{1-t^2}},
\]
using \(\int dv/(v^2+b^2)=\arctan(v/b)/b\) and \(t=x\mu/\sqrt\Delta\). Because \(\partial D^{-1}/\partial\Delta=-D^{-2}\),
\[
J_2=-\frac{\partial J_1}{\partial\Delta}=\frac{\pi}{x}\,\frac{1}{\sqrt{1-x^2/\Delta}}\,\frac{x}{2\Delta^{3/2}}=\frac{\pi}{2\Delta\sqrt{\Delta-x^2}}.\qquad∎
\]

## Proof of the theorem

\(V|0\rangle=\sum_{\mathbf q}V^*_{\mathbf q}|\mathbf k-\mathbf q;1_{\mathbf q}\rangle\), and \(G\) divides each term by \(\hbar\omega D_1\), where \(D_1\) is \(D\) at \(\Delta=1\).

(a) By Lemma 2, (1) and Lemma 3,
\[
E_2=-\sum_{\mathbf q}\frac{|V_{\mathbf q}|^2}{\hbar\omega D_1}=-\frac{\alpha\hbar\omega}{\pi}J_1=-\alpha\hbar\omega\frac{\arcsin x}{x}.
\]
The phases of \(V_{\mathbf q}\) have dropped out, and the shift is negative because every intermediate state lies higher.

(b), (c) Integrating \((1-t^2)^{-1/2}=1+t^2/2+3t^4/8+\dots\) gives \(\arcsin x/x=1+x^2/6+3x^4/40+\dots\), so
\[
E(k)=-\alpha\hbar\omega+\frac{\hbar^2k^2}{2m}\Big(1-\frac\alpha6\Big)-\frac{3\alpha}{40}\hbar\omega x^4-\dots
\]
Hence \(m/m^*=1-\alpha/6\). This ratio has an omitted \(O(\alpha^2)\) term, so its inverse is fixed only as \(1+\alpha/6+O(\alpha^2)\).

(d) The one-phonon amplitudes are \(c_{\mathbf q}=-V^*_{\mathbf q}/\hbar\omega D_1\). Normalization, two-phonon components and the third-order correction to the one-phonon amplitudes change \(\langle\sum a^\dagger a\rangle\) only at order \(\alpha^2\), so
\[
N=\sum_{\mathbf q}|c_{\mathbf q}|^2=\frac{\alpha}{\pi}J_2=\frac{\alpha}{2\sqrt{1-x^2}}.\qquad∎
\]

## Remarks

1. *Weight and energy partition.* The probability of the bare electron is \(1-N+O(\alpha^2)\); the normalized first-order state gives \(1/(1+N)\), which is controlled only to this order. At \(k=0\), \(D_1=u^2+1\) and the phonon energy is \(N\hbar\omega=\alpha\hbar\omega/2\). The recoil energy is \(\sum\hbar\omega u^2|c_{\mathbf q}|^2\), and \(u^2/D_1^2=1/D_1-1/D_1^2\) gives \((\alpha\hbar\omega/\pi)(J_1-J_2)=\alpha\hbar\omega/2\), since \(J_1=\pi\) and \(J_2=\pi/2\). The interaction is \(\langle V\rangle=2\,\mathrm{Re}\sum V_{\mathbf q}c_{\mathbf q}=2E_2=-2\alpha\hbar\omega\). The three add to \(-\alpha\hbar\omega\).

2. *Size of the cloud.* At \(k=0\) the phonons are distributed as \(du/(1+u^2)^2\), whose antiderivative is \(u/[2(1+u^2)]+\tfrac12\arctan u\). The fraction with \(q<1/r_p\) is \((1/4+\pi/8)/(\pi/4)=1/2+1/\pi\), so \(r_p\) sets the length scale.

3. *Origin of the mass.* Let \(f=\arcsin x/x=J_1/\pi\). Since \(\partial D_1^{-1}/\partial x=2u\mu/D_1^2\), the phonons carry momentum along \(\mathbf k\)
\[
P_{\rm ph}=\frac{\hbar}{r_p}\frac\alpha\pi\iint\frac{u\mu}{D_1^2}\,du\,d\mu=\frac{\hbar}{r_p}\frac\alpha2f'(x)\;\xrightarrow{x\to0}\;\frac{\hbar}{r_p}\frac{\alpha}{2}\frac{x}{3}=\frac\alpha6\hbar k .
\]
From (a), the velocity is \(\hbar^{-1}dE/dk=\hbar k/m-\alpha\omega r_pf'\), and \(\omega r_p=\hbar/2mr_p\) turns this into \((\hbar k-P_{\rm ph})/m\). The polaron is slower than a bare electron of the same total momentum because part of that momentum, the fraction \(\alpha/6\) in the limit \(x\to0\), resides in the cloud.

4. *Threshold.* The minimum of \(D_1\) is \(1-x^2\), reached at \(\mathbf q=\mathbf k\). For \(x\ge1\) it reaches zero: the electron can emit a real phonon, \(G\) does not exist, and the theorem does not apply. As \(x\to1\), \(E_2\to-\pi\alpha\hbar\omega/2\) stays finite, but \(N\) and \(f'=1/(x\sqrt{1-x^2})-\arcsin x/x^2\) diverge. A first-order state needs \(N\ll1\), that is \(1-x^2\gg\alpha^2/4\). This is necessary but not sufficient. The lowest one-phonon state, a phonon \(\mathbf q=\mathbf k\) with the electron at rest, has energy \(E(0)+\hbar\omega\) once the shifts are included, so its distance from \(E(k)\) is \(\hbar\omega[1-x^2+\alpha(f-1)]\) instead of \(\hbar\omega(1-x^2)\). Near threshold the most singular terms of the series are powers of the ratio \(\alpha(f-1)/(1-x^2)\), and since \(f-1\to\pi/2-1\), the series there also needs \(1-x^2\gg\alpha\). Away from threshold this ratio does not measure the higher orders: it vanishes at \(x=0\), where \(E_4\) does not. The maximum of (a) below threshold violates even the condition \(N\ll1\). Indeed \(dE/dx=\hbar\omega(2x-\alpha f')=0\) is equivalent to \(N=x^2+\alpha f/2\), and for small \(\alpha\) it requires large \(f'\), hence \(x\) near 1 and \(N\approx1\) or larger.

5. *Strong coupling.* The pole of (c) at \(\alpha=6\) occurs where \(N(0)=3\) and the first-order correction to \(m/m^*\) equals the leading term. It carries no information about the model.

6. *Lattice cutoff.* Replacing the Brillouin zone roughly by a sphere \(q<q_c\) gives, at \(k=0\), \(E(0)=-(\alpha\hbar\omega/\pi)\,2\int_0^{q_cr_p}du/(1+u^2)=-(2\alpha/\pi)\hbar\omega\arctan(q_cr_p)\). The continuum result requires \(q_cr_p\gg1\). This is not sufficient for a real crystal: the estimate keeps the band parabolic out to \(q_c\), and since the integrand falls only as \(1/u^2\), the shape of the band at large \(q\) can matter as much as the cutoff.

## Proposition (next order)

\(E_4=\alpha^2\hbar\omega\,[e_4+c_4x^2+O(x^4)]\) with \(e_4=-0.0159\) and \(c_4=0.00415\) by quadrature, and \(m^*/m=1+\alpha/6+(1/36-c_4)\alpha^2+O(\alpha^3)\).

*Proof.* In \(\langle0|VGVGVGV|0\rangle\) the middle state has two phonons, the zero-phonon state being excluded by \(Q\). For an unordered pair \(\mathbf q_1\ne\mathbf q_2\), the pair is emitted in either order and absorbed in either order, giving \(|V_1|^2|V_2|^2(1/D_a+1/D_b)^2/D_c\) over \((\hbar\omega)^3\), with \(D_a=D_1(\mathbf u_1)\), \(D_b=D_1(\mathbf u_2)\), \(D_c=D_2(\mathbf u_1+\mathbf u_2)\). A sum over unordered pairs is half the sum over ordered ones, in which \(1/D_a^2\) and \(1/D_b^2\) contribute equally. With \(\langle0|VG^2V|0\rangle=N\),
\[
E_4=-\sum_{\mathbf q_1,\mathbf q_2}\frac{|V_1|^2|V_2|^2}{(\hbar\omega)^3}\left[\frac1{D_a^2D_c}+\frac1{D_aD_bD_c}\right]-E_2N .
\]
For \(\mathbf q_1=\mathbf q_2\) the matrix element \(\sqrt2\), squared, gives the same two terms. The first is called the rainbow term, the second the crossed term.

Each term is a product of three factors \(1/(d_i-2\mathbf x\cdot\mathbf U_i)=d_i^{-1}(1+y_i+y_i^2+\dots)\), with \(d_i\) the denominator at \(x=0\) and \(y_i=2\mathbf x\cdot\mathbf U_i/d_i\). The second-order part of the product is \(\sum_{i\le j}y_iy_j/(d_1d_2d_3)\). The sum is isotropic, so it may be averaged over directions of \(\mathbf x\). Linear terms then vanish, and \(\langle x_lx_n\rangle=x^2\delta_{ln}/3\) gives \(y_iy_j\to\tfrac43x^2\,\mathbf U_i\cdot\mathbf U_j/d_id_j\). The integrand now depends on \(u_1,u_2\) and \(\nu=\cos\angle(\mathbf u_1,\mathbf u_2)\); the other angles give \(4\pi\cdot2\pi\), and (1) twice gives the measure \(\alpha^2\hbar\omega\,(2/\pi^2)\int du_1du_2d\nu\). Also
\[
-E_2N=\tfrac12\alpha^2\hbar\omega\,(1+x^2/6)(1+x^2/2)=\alpha^2\hbar\omega\,(\tfrac12+\tfrac13x^2)+O(x^4).
\]
Numerical quadrature, with two grids agreeing within \(2\times10^{-5}\) in each dimensionless integral, gives
\[
e_4=\tfrac12-0.32769-0.18823=-0.01592,\qquad c_4=\tfrac13-0.21133-0.11785=0.00415 .
\]
Then \(m/m^*=1-\eta\) with \(\eta=\alpha/6-c_4\alpha^2\), and \(1+\eta+\eta^2\) gives the stated mass. ∎

The \(\alpha^2\) coefficient of \(m^*/m\) is \(0.0236\), not the \(1/36=0.0278\) implied by expanding (c). The smallness of \(e_4\) comes from a cancellation that is exact without recoil: for \(D_1=1\), \(D_2=2\) and \(S=\sum|V_{\mathbf q}|^2/(\hbar\omega)^2\) over a finite set of modes, the double sum gives \(-S^2\hbar\omega(\tfrac12+\tfrac12)\) and \(-E_2N=+S^2\hbar\omega\). That most of the cancellation survives recoil is a result of the quadrature.

## Worked example

Take round model parameters \(m=0.1\,m_e=9.109\times10^{-32}\) kg, \(\omega=6.0\times10^{13}\) rad/s, \(\varepsilon_\infty=6\), \(\varepsilon_s=10\). Then \(\hbar\omega=6.327\times10^{-21}\) J, \(1/\varepsilon^*=1/6-1/10=0.06667\) and \(C=6.115\times10^{-49}\ \mathrm{J^2\,m}\). With \(r_p^2=\hbar\omega/2m\omega^2\),
\[
r_p=\sqrt{\frac{6.327\times10^{-21}}{2\,(9.109\times10^{-32})(6.0\times10^{13})^2}}\ \mathrm m=3.106\times10^{-9}\ \mathrm m,
\]
\[
\alpha=\frac{C}{4\pi(\hbar\omega)^2r_p}=\frac{6.115\times10^{-49}}{4\pi\,(6.327\times10^{-21})^2(3.106\times10^{-9})}=0.3913 .
\]
The threshold of the bare band, \(x=1\), is \(k=1/r_p=3.22\times10^8\ \mathrm{m^{-1}}\). The main results are
\[
E(0)=-0.3913\times6.327\times10^{-21}\ \mathrm J=-2.476\times10^{-21}\ \mathrm J=-15.45\ \mathrm{meV},
\]
\[
N(0)=\frac{0.3913}{2}=0.196,\qquad \frac{m^*}{m}=\frac1{1-0.06522}=1.0698,
\]
so \(m^*=9.74\times10^{-32}\) kg \(=0.107\,m_e\). Recoil and phonon energies are each \(1.238\times10^{-21}\) J and the interaction is \(-4.952\times10^{-21}\) J. The fraction of phonons with \(q<1/r_p\) is \(0.818\).

| \(x\) | \(\arcsin x/x\) | \(E_2\) (\(10^{-21}\) J) | \(E\) (\(10^{-21}\) J) | \(N\) |
|---|---|---|---|---|
| 0 | 1.000 | −2.476 | −2.476 | 0.196 |
| 0.5 | 1.047 | −2.593 | −1.011 | 0.226 |
| 0.9 | 1.244 | −3.081 | 2.045 | 0.449 |
| 0.99 | 1.444 | −3.574 | 2.627 | 1.387 |

At \(x=0.5\) the velocity is \(1.71\times10^5\) m/s against the bare \(1.86\times10^5\) m/s. At \(x=0.9\), \(N\) is no longer small and the ratio \(\alpha(f-1)/(1-x^2)\) of Remark 4 is \(0.50\). The \(\alpha^2\) terms there shift \(E\) by about \(+0.09\times10^{-21}\) J and \(N\) by about \(-0.14\), so the digits in that row are values of the formula, not of the model. At \(x=0.99\), \(N>1\) makes \(1-N\) negative, so that row evaluates the formula outside its regime.

The fourth-order energy at \(k=0\) is \(-0.01592\times0.3913^2\times6.327\times10^{-21}\ \mathrm J=-1.54\times10^{-23}\) J, a fraction \(0.0062\) of the second-order shift. The mass through \(\alpha^2\) is \(1+0.0652+0.0236\times0.3913^2=1.0688\), between \(1+\alpha/6=1.0652\) and \(1.0698\). Here form (c) is the closer of the two, because \(1/36\) lies nearer to \(0.0236\) than zero does; second order alone could not have shown this. A cutoff \(q_c=\pi/a\) with \(a=5\times10^{-10}\) m has \(q_cr_p=19.5\) and gives \(-2.395\times10^{-21}\) J, a ratio \(0.967\) to the continuum value. With the band kept parabolic, this cutoff shift exceeds the truncation error and leaves \(E(0)\approx-15\) meV. The estimate is rough, because the parabolic energy at \(q_c\) is \(15\) eV, far beyond the range of any real effective mass. With the \(1/q^2\) coupling unchanged, the full cubic zone gives a ratio \(0.973\), and a nearest-neighbour tight-binding band of the same mass gives \(0.993\). A band \(E(1+E/E_g)=\hbar^2k^2/2m\) with \(E_g=1.5\) eV, cut at \(q_c\) and without Bloch overlap factors, gives \(1.11\), or \(-17\) meV. The size and sign of the lattice correction thus depend on the band, and for a real crystal they are not fixed by this model.

The numerical check below tests (a), (c), (d), the threshold minimum and the energy partition of Remark 1 (with the interaction obtained by subtraction) and Remarks 2, 3 and 6 against direct quadrature or minimization from the definitions, and the mode-sum formulas for \(E_2\), \(N\) and \(E_4\) against exact diagonalization of a six-mode model with complex couplings.

## Computed results

```
m = 9.10938e-32 kg (m/m_e = 0.1)
omega = 6.00e+13 rad/s; eps_inf = 6.0; eps_s = 10.0
hbar omega = 6.32743e-21 J = 39.493 meV
1/eps* = 0.06667; C = 6.11474e-49 J^2 m
r_p = 3.10601e-09 m; threshold k = 1/r_p = 3.21956e+08 1/m
alpha = 0.39130
static charges at r = 1.0e-08 m: phonon-mediated U = -1.53805e-21 J
E(0) quadrature = -2.47593e-21 J = -15.454 meV
-alpha hbar omega = -2.47593e-21 J
m*/m: curvature 1.06977; 1/(1-alpha/6) = 1.06977
1+alpha/6 = 1.06522
m* = 9.74492e-32 kg (m*/m_e = 0.10698)
N(0) quadrature = 0.19565; alpha/2 = 0.19565; 1-N = 0.80435
k=0: kinetic 1.2380e-21 J, phonon 1.2380e-21 J, interaction -4.9519e-21 J
fraction of phonons with q < 1/r_p = 0.8183
cloud momentum fraction at x=0.01: 0.06522; alpha/6 = 0.06522
x=0.00: k=0.0000e+00 1/m, asin(x)/x=1.00000, dE=-2.4759e-21 J, E=-2.4759e-21 J, N=0.1957
x=0.50: k=1.6098e+08 1/m, asin(x)/x=1.04720, dE=-2.5928e-21 J, E=-1.0109e-21 J, N=0.2259
x=0.90: k=2.8976e+08 1/m, asin(x)/x=1.24419, dE=-3.0805e-21 J, E=2.0447e-21 J, N=0.4489
x=0.99: k=3.1874e+08 1/m, asin(x)/x=1.44369, dE=-3.5745e-21 J, E=2.6270e-21 J, N=1.3869
x=0.5: velocity 1.7068e+05 m/s, bare 1.8636e+05 m/s
dE at x -> 1 = -3.8892e-21 J
cutoff: a = 5.0e-10 m, q_c = 6.2832e+09 1/m, q_c r_p = 19.516
E(0) with cutoff = -2.3952e-21 J, ratio to no cutoff = 0.9674
six-mode model, 210 states, K r_p = 0.3, energies in hbar omega:
  E2 sum -1.477781, diagonalization -1.477781
  N2 sum 1.111761, diagonalization 1.111761
  E4 sum -0.015657, diagonalization -0.015657
fourth order x^0: rainbow 0.32769, crossed 0.18823, e4 = -0.01592
fourth order x^2: rainbow 0.21133, crossed 0.11785, c4 = 0.00415
alpha^2 coefficient of m*/m: 0.02363; 1/36 = 0.02778
fourth-order energy = -1.542e-23 J = -0.0963 meV
ratio to second order = 0.00623
m*/m through alpha^2 = 1.06883
```
